# Why a reused random seed synchronizes Langevin replicas

## 1. One overdamped mode

Take one coordinate in a harmonic well, with friction so strong that inertia can be dropped:

\[
\gamma \dot x=-\omega^2x+F\xi(t),\qquad F=\sqrt{2\gamma k_BT/m}.
\]

Here \(\gamma\) is the friction rate, \(\omega\) the frequency of the well, and \(\xi\) white noise with \(\langle\xi(t)\xi(t')\rangle=\delta(t-t')\). The solution is

\[
x(t)=e^{-\omega^2t/\gamma}x(0)+\frac F\gamma\int_0^t e^{-\omega^2(t-u)/\gamma}\,\xi(u)\,du .
\]

The first term remembers the start; the second is fixed by the noise. Two replicas with the same seed share the second term, so their difference \(d=x_1-x_2\) is

\[
d(t)=d(0)\,e^{-\omega^2t/\gamma}.
\]

Each replica goes on fluctuating thermally, but both end up with the same fluctuations. In this mode the same factor \(e^{-\omega^2t/\gamma}\) erases the memory of the start and merges the replicas; section 5 shows a case where merging fails. The sections below add inertia, anharmonicity and the effect on averages, one at a time.

## 2. The noise cancels, but leaves a trace in the stiffness

With inertia, and for many coordinates, replica \(i\) obeys

\[
\ddot x_i=-\nabla\Phi(x_i)-\gamma\dot x_i+F\xi(t),\qquad \Phi=U/m .
\]

For unequal masses, mass-weighted coordinates give the same form. The friction rate and temperature are constant, and both replicas receive the same random number for the same coordinate at the same step. Subtraction removes \(F\xi\). To rewrite the force difference, differentiate along the straight line joining the replicas:

\[
\nabla\Phi(x_1)-\nabla\Phi(x_2)=\int_0^1\frac{d}{dr}\nabla\Phi(x_2+rd)\,dr=K(t)\,d,
\]

\[
K(t)=\int_0^1\mathrm{Hess}\,\Phi(x_2+rd)\,dr .
\]

Hence

\[
\ddot d+\gamma\dot d+K(t)d=0. \tag{1}
\]

No random force acts on \(d\). The noise still enters indirectly, because \(K\) depends on where the replicas are. In a harmonic well \(K\) is constant and even this trace disappears.

The cancellation needs additive noise. If its strength depended on position, a term \([F(x_1)-F(x_2)]\xi\) would remain. It also needs aligned streams: a different atom order or a different number of random draws per step destroys it. In first-principles dynamics, incompletely converged forces add a small source to (1). An error common to both replicas cancels, but if their acceleration errors in a harmonic mode differ by a constant \(\delta\), an offset \(d=\delta/\omega^2\) remains.

## 3. Friction alone, and friction with a harmonic force

For a free coordinate \(K=0\), so \(\dot d(t)=\dot d(0)e^{-\gamma t}\). Integrating,

\[
d(t)=d(0)+\frac{\dot d(0)}{\gamma}\left(1-e^{-\gamma t}\right).
\]

Friction merges the velocities but leaves a constant offset in position. A restoring force is needed to remove it.

For a harmonic mode, the trial solution \(e^{pt}\) in (1) gives \(p=-\gamma/2\pm\sqrt{\gamma^2/4-\omega^2}\). Both roots have negative real part for every \(\gamma>0\), so harmonic replicas always merge. For \(\gamma<2\omega\), set \(\Omega=\sqrt{\omega^2-\gamma^2/4}\). Fitting the initial position and velocity gives \(d(t)=g_x(t)d(0)+g_v(t)\dot d(0)\), with

\[
g_x=e^{-\gamma t/2}\left(\cos\Omega t+\frac{\gamma}{2\Omega}\sin\Omega t\right),\qquad
g_v=e^{-\gamma t/2}\,\frac{\sin\Omega t}{\Omega}.
\]

The amplitude falls at the rate \(\gamma/2\), whatever the frequency, as long as \(\omega>\gamma/2\). For \(\omega<\gamma/2\) the slower root \(\gamma/2-\sqrt{\gamma^2/4-\omega^2}\) sets the rate, and it is smaller.

Take \(\omega=10\ \mathrm{ps^{-1}}\) and \(\gamma=1\ \mathrm{ps^{-1}}\), and measure length in the thermal width \(\sigma=\sqrt{k_BT/(m\omega^2)}\). Independent thermal starts have an rms difference \(\sqrt2\,\sigma\). After 5 ps the envelope is \(e^{-2.5}=0.082\), which predicts about \(1.414\times0.082=0.116\,\sigma\). The simulation gives \(0.114\,\sigma\) with shared noise and \(1.43\,\sigma\) with independent noise. The envelope reaches \(10^{-6}\) after \(2\ln(10^6)/\gamma=27.6\) ps.

## 4. Convexity: enough without inertia, not enough with it

Let every eigenvalue of the Hessian of \(\Phi\) lie between \(a^2\) and \(b^2\), with \(0<a\le b\). The average \(K(t)\) obeys the same bounds.

**Without inertia**, \(\gamma\dot d=-Kd\), and therefore

\[
\frac{d}{dt}|d|^2=-\frac2\gamma\,d\cdot Kd\le-\frac{2a^2}{\gamma}|d|^2
\quad\Rightarrow\quad |d(t)|\le|d(0)|e^{-a^2t/\gamma}.
\]

Here a positive lower bound on the curvature suffices, whatever the friction.

**With inertia**, consider the energy-like quantity \(E=\tfrac12|\dot d|^2+\tfrac12d\cdot Kd\). Using (1) and the symmetry of \(K\),

\[
\dot E=\dot d\cdot(-\gamma\dot d-Kd)+\dot d\cdot Kd+\tfrac12d\cdot\dot Kd
=-\gamma|\dot d|^2+\tfrac12\,d\cdot\dot K d .
\]

Friction removes \(E\), but a changing stiffness can supply it, as in a parametrically driven oscillator. Thermal noise keeps the replicas moving through regions of different curvature, so the driving does not die out.

To find when friction must win, define \(w=\dot d+\gamma d/2\). Then \(\dot d=w-\gamma d/2\), and (1) gives

\[
\dot w=-\frac\gamma2\dot d-Kd=-\frac\gamma2w+\left(\frac{\gamma^2}{4}-K\right)d .
\]

For \(V=|w|^2+s^2|d|^2\), with a constant \(s>0\) still to be chosen,

\[
\dot V=2w\cdot\dot w+2s^2d\cdot\dot d
=-\gamma V+2w\cdot\left(\frac{\gamma^2}{4}+s^2-K\right)d .
\]

Let \(B\) be the largest value of \(|\gamma^2/4+s^2-\kappa|\) for \(a^2\le\kappa\le b^2\). Since \(2s|w||d|\le V\), the last term is at most \(BV/s\), so

\[
\dot V\le-2\lambda V,\qquad \lambda=\frac\gamma2-\frac{B}{2s}.
\]

*Case \(\gamma^2\le a^2+b^2\).* Choose \(s^2=(a^2+b^2)/2-\gamma^2/4\). Then \(\gamma^2/4+s^2\) is the midpoint of the allowed interval, \(B=(b^2-a^2)/2\), and

\[
\lambda=\frac\gamma2-\frac{b^2-a^2}{4s}.
\]

This is positive when \(2\gamma s>b^2-a^2\). Squaring and inserting \(s^2\) gives

\[
\gamma^2\left[2(a^2+b^2)-\gamma^2\right]>(b^2-a^2)^2,
\]

or, after collecting terms,

\[
\left[\gamma^2-(b-a)^2\right]\left[\gamma^2-(b+a)^2\right]<0 .
\]

The second bracket is negative in this case, so the condition is \(\gamma>b-a\).

*Case \(\gamma^2\ge a^2+b^2\).* Choose \(s=\gamma/2\). Now \(\gamma^2/4+s^2=\gamma^2/2\) lies at or above the midpoint, the farthest eigenvalue is \(a^2\), and \(B=\gamma^2/2-a^2\). Hence \(\lambda=a^2/\gamma\), the overdamped rate. Since \(\gamma>b\) here, \(\gamma>b-a\) holds as well.

The result is a guarantee:

\[
\gamma>b-a\quad\Rightarrow\quad \text{replicas with shared noise merge.}\tag{2}
\]

It compares friction with the spread of frequencies, not with the frequencies themselves. For \(a=b\) the first case returns the harmonic rate \(\gamma/2\). Condition (2) is sufficient; nothing here shows it to be necessary. If the Hessian has negative eigenvalues, the argument gives no guarantee.

## 5. Strong and weak friction in the same convex well

Consider the one-dimensional well

\[
\Phi=\tfrac12a^2x^2+(b^2-a^2)\ell^2\left[\sqrt{1+x^2/\ell^2}-1\right],
\]

\[
\Phi''=a^2+\frac{b^2-a^2}{(1+x^2/\ell^2)^{3/2}} .
\]

Its curvature falls from \(b^2\) at the centre towards \(a^2\) far out. Take \(a=10\ \mathrm{ps^{-1}}\), \(b=30\ \mathrm{ps^{-1}}\) and \(k_BT=4ma^2\ell^2\). The threshold in (2) is \(20\ \mathrm{ps^{-1}}\).

At \(\gamma=25\ \mathrm{ps^{-1}}\), \(\gamma^2=625\) is below \(a^2+b^2=1000\) (both in \(\mathrm{ps^{-2}}\)), so the first case applies. Then \(s=\sqrt{500-156.25}=18.54\ \mathrm{ps^{-1}}\) and

\[
\lambda=12.5-\frac{800}{4\times18.54}=1.71\ \mathrm{ps^{-1}} .
\]

The simulated growth exponent of a tiny separation is \(-11.8\ \mathrm{ps^{-1}}\). The decay is much faster than the guarantee: \(\lambda\) is a lower bound on the decay rate, valid for any sequence of stiffnesses in the allowed interval, and should not be read as an estimate. After 50 ps the printed rms difference is zero: double precision no longer distinguishes the positions.

At \(\gamma=0.5\ \mathrm{ps^{-1}}\) the exponent is \(+0.189\pm0.007\ \mathrm{ps^{-1}}\), where the uncertainty is the standard error over trajectories. Tiny separations grow although the well is convex everywhere. Pairs started independently still have, after 50 ps, about 0.8 of the rms difference of independent replicas (0.82 in the run below, a single snapshot of 1000 pairs). A harmonic pair would by then have shrunk by \(e^{-12.5}\). Weak friction in an anharmonic well can thus prevent synchronization, but a ratio clearly below 1 also shows that a shared seed does not make the replicas independent.

## 6. Shared seeds: correct distribution, lost statistics

Return to the harmonic mode. Start \(R\) replicas independently from equilibrium, then give all of them the same noise:

\[
x_i(t)=g_xx_i(0)+g_vv_i(0)+\eta(t),
\]

with \(\eta\) common to all. The initial variances are \(\sigma^2\) for position and \(\omega^2\sigma^2\) for velocity, so the remembered part has variance \(\sigma^2h\), where \(h=g_x^2+\omega^2g_v^2\). Equilibrium is stationary, so each replica keeps total variance \(\sigma^2\), and \(\eta\) must supply \(\sigma^2(1-h)\). Averaging over replicas divides the independent part by \(R\) but leaves the common part untouched:

\[
\mathrm{Var}(\bar x)=\sigma^2(1-h)+\frac{\sigma^2h}{R}
=\sigma^2\left[1-\left(1-\frac1R\right)h\right].
\]

Define the effective number of replicas as \(R_{\rm eff}=\sigma^2/\mathrm{Var}(\bar x)\). For \(R=8\) and the parameters of section 3 it falls from 8 to 2.08 after 0.5 ps, 1.14 after 2 ps and 1.01 after 5 ps. The true standard error of the instantaneous mean rises towards \(\sigma\), instead of staying at \(\sigma/\sqrt8=0.354\,\sigma\).

The expectation value is not biased: each replica, taken alone, samples the Boltzmann distribution. What is biased is the error estimate. The scatter among replicas contains only the independent part, so the expected sample variance is \(\sigma^2h\) and the standard error inferred from it is about \(\sigma\sqrt{h/R}\). This tends to zero while the true error tends to \(\sigma\). The better the replicas seem to agree, the less their agreement means.

## 7. Replayed seeds: a wrong distribution

Now let a single run be restarted every \(\tau\), with positions and velocities continued but the generator reset to the same seed. In a harmonic well each segment applies the same contracting linear map plus the same shift. The state at the restarts converges to a fixed point, and the trajectory becomes periodic with period \(\tau\).

The replayed noise has the correlation

\[
\langle\xi(t)\xi(t')\rangle=\sum_{n=-\infty}^{\infty}\delta(t-t'-n\tau),
\]

where the average is over the choice of seed. The periodic orbit is \(x(t)=F\int_0^\infty g_v(p)\,\xi(t-p)\,dp\), so

\[
\langle x^2\rangle=\sum_n F^2\int\!\!\int g_v(p)g_v(q)\,\delta(q-p-n\tau)\,dp\,dq=\sum_nC_x(n\tau). \tag{3}
\]

Each term is the ordinary equilibrium autocorrelation \(C_x\) at lag \(n\tau\). Fresh noise keeps only \(n=0\); replay adds the others. The same argument holds for velocity.

**Free coordinate.** Here \(C_v(t)=(k_BT/m)e^{-\gamma|t|}\). With \(\rho=e^{-\gamma\tau}\),

\[
\frac{T_{\rm kin}}{T}=1+2\sum_{n\ge1}\rho^n=\frac{1+\rho}{1-\rho}=\coth\frac{\gamma\tau}{2}.
\]

For short segments this approaches \(2/(\gamma\tau)\): the same kicks add coherently from one segment to the next. For \(\gamma\tau\gg1\) it approaches 1.

**Harmonic mode.** Multiplying the damped solution by its initial values and averaging gives \(C_x=\sigma^2g_x\) and \(C_v=(k_BT/m)\dot g_v\) for \(t\ge0\), with

\[
\dot g_v=e^{-\gamma t/2}\left(\cos\Omega t-\frac{\gamma}{2\Omega}\sin\Omega t\right).
\]

The sine terms in \(g_x\) and \(\dot g_v\) are opposite, so they cancel in the mean of the positional and kinetic temperatures, defined by \(k_BT_{\rm pos}=m\omega^2\langle x^2\rangle\) and \(k_BT_{\rm kin}=m\langle v^2\rangle\). Summing the cosine series with \(q=e^{(-\gamma/2+i\Omega)\tau}\) gives

\[
\frac{T_{\rm pos}+T_{\rm kin}}{2T}=\mathrm{Re}\,\frac{1+q}{1-q}
=\frac{\sinh(\gamma\tau/2)}{\cosh(\gamma\tau/2)-\cos\Omega\tau}.
\]

If \(\Omega\tau\) is an even multiple of \(\pi\), the kicks return in phase and the ratio is \(\coth(\gamma\tau/4)\). If it is an odd multiple, they oppose the surviving motion and the ratio is \(\tanh(\gamma\tau/4)\). At these phases the sine terms vanish, so both temperatures take the same value. At other phases the sine series contributes \(\sum_{n\ge1}\mathrm{Im}\,q^n=\mathrm{Im}\,\dfrac{q}{1-q}=\dfrac{\sin\Omega\tau}{2[\cosh(\gamma\tau/2)-\cos\Omega\tau]}\), so that

\[
\frac{T_{\rm pos}}{T},\ \frac{T_{\rm kin}}{T}=\frac{\sinh(\gamma\tau/2)\pm(\gamma/2\Omega)\sin\Omega\tau}{\cosh(\gamma\tau/2)-\cos\Omega\tau},
\]

with the upper sign for position and the lower for velocity.

For \(\gamma=1\ \mathrm{ps^{-1}}\), \(\tau=1\) ps and a nominal 300 K:

| coordinate | kinetic temperature, formula | simulation |
|---|---:|---:|
| free | 649 K | 656 K |
| \(\omega=12.58\ \mathrm{ps^{-1}}\), in phase | 1225 K | 1213 K |
| \(\omega=9.44\ \mathrm{ps^{-1}}\), opposed | 73.5 K | 73.1 K |
| \(\omega=10\ \mathrm{ps^{-1}}\) | 83.3 K | 84.0 K |

The last mode has a positional temperature of 75.2 K, so its two temperatures differ as well. Since some modes are heated and others cooled, a total kinetic temperature near the target would not prove that the sampling is sound.

## 8. Why more restarts do not help

Average the equation of motion over one period of the replayed orbit. The means of \(\ddot x\) and \(\dot x\) vanish by periodicity, leaving \(\omega^2\bar x=F\bar\xi\). The mean of white noise over a time \(\tau\) has variance \(1/\tau\), so

\[
\mathrm{Var}(\bar x)=\frac{F^2}{\omega^4\tau}=\frac{2\gamma\sigma^2}{\omega^2\tau}.
\]

The number of restarts does not appear. Once the transient has passed, every segment repeats the same error. With fresh noise over \(M\) segments, \(\tau\) becomes \(M\tau\), apart from end terms that are small for a long run.

For \(\omega=10\ \mathrm{ps^{-1}}\) the replayed error is \(\sqrt{2/100}\,\sigma=0.141\,\sigma\). Forty fresh segments give \(0.141/\sqrt{40}=0.022\,\sigma\), and the simulation agrees.

This error in \(\bar x\) has either sign, depending on the seed, and averages to zero over seeds. The error in \(\langle x^2\rangle\) from (3) survives that average. Making the segments much longer than the decay time of \(C_x\) cures the second error (this means \(\gamma\tau\gg1\) for an underdamped mode, but \(\omega^2\tau/\gamma\gg1\) for a strongly overdamped one), but a replayed run still holds the information of a single segment.

## 9. What to share and what to separate

A restart should continue from the saved state of the random generator, or take a new independent stream. Parallel replicas need separate independent streams; different starting structures are not a substitute, because equation (1) can erase them.

Common noise is useful when the difference itself is wanted, above all if the replicas merge under shared noise. With a positive separation exponent the difference does not decay and the noise cancels only in part; the sign of the exponent alone does not tell how much remains. In the weak-friction case of section 5 the difference is of thermal size: the rms ratio of about 0.8 means that roughly two thirds of the variance of an independent pair remains. If one harmonic replica feels a small extra constant acceleration \(\epsilon\), then \(\ddot d+\gamma\dot d+\omega^2d=\epsilon\), and \(d\) settles at \(\epsilon/\omega^2\) without thermal scatter. The correlation that spoils an average over replicas here removes the noise from a comparison. The numerical output below gives the simulated values quoted in these notes.

## Computed values

```
harmonic frequency omega = 10.0 ps^-1
friction gamma = 1.0 ps^-1
nominal temperature = 300 K
rms difference at 5 ps, shared noise = 0.1143 sigma
rms difference at 5 ps, independent noise = 1.434 sigma
envelope exp(-gamma t/2) at 5 ps = 0.0821
time for envelope to reach 1e-6 = 27.6 ps
number of replicas R = 8
effective replicas at t =  0.0 ps: 8.000
effective replicas at t =  0.5 ps: 2.079
effective replicas at t =  2.0 ps: 1.141
effective replicas at t =  5.0 ps: 1.006
effective replicas at t = 10.0 ps: 1.000
standard error if independent = 0.354 sigma
restart segment tau = 1.0 ps
main mode positional temperature = 75.2 K
main mode: omega = 10.000 ps^-1, kinetic temperature = 83.3 K
  simulated kinetic temperature = 84.0 K
hot mode: omega = 12.576 ps^-1, kinetic temperature = 1224.9 K
  simulated kinetic temperature = 1212.9 K
cold mode: omega = 9.438 ps^-1, kinetic temperature = 73.5 K
  simulated kinetic temperature = 73.1 K
free coordinate: kinetic temperature = 649.2 K
  simulated kinetic temperature = 656.0 K
number of restart segments M = 40
error of mean x, replayed noise = 0.1414 sigma
error of mean x, fresh noise, formula = 0.0224 sigma
error of mean x, fresh noise, simulated = 0.0221 sigma
anharmonic well: a = 10 ps^-1, b = 30 ps^-1
anharmonic well: kT/(m a^2 ell^2) = 4.0
sufficient friction threshold b-a = 20 ps^-1
guaranteed rate at gamma = 25 ps^-1: 1.713 ps^-1
gamma = 25.0 ps^-1: separation exponent = -11.779 +- 0.009 ps^-1
  relative rms difference after 50 ps = 0.00e+00
gamma = 0.5 ps^-1: separation exponent = 0.189 +- 0.007 ps^-1
  relative rms difference after 50 ps = 8.22e-01
```
